\section*{Korhonen's Stress Equation for a Confined Interconnect Line}

\section{Flux and vacancy equilibrium}

Q: An electric current pushes atoms along a metal line. Why should that produce a diffusion equation for stress? Stress is not a conserved substance.

A: It is not, but in a confined line it measures how much material has been added or removed, and material is conserved. Take $x$ along a long, thin, embedded line, in the direction of electron flow. Let $\sigma$ be the hydrostatic stress, positive in tension, and $\Omega$ the atomic volume. The electron wind exerts on each atom the force
\begin{equation}
F=Ze\rho j>0 ,
\end{equation}
where $Z$ is the magnitude of the effective charge, $\rho$ the resistivity and $j$ the magnitude of the current density. I assume small strains, uniform temperature, no void, and stress that varies slowly over the line width. If grain boundaries carry the flux, the transport coefficients are averages over the cross-section.

Q: Atoms move by exchanging places with vacancies. What fixes the vacancy concentration $C_v$ in a stressed line?

A: Sources and sinks, such as grain boundaries and dislocations. To make a vacancy, an atom is taken from the interior and placed at a source, which adds a lattice site of volume $\Omega$. The neighbours of the vacancy relax inward by $f\Omega$, so the solid expands by $(1-f)\Omega$ and a tension does work $(1-f)\Omega\sigma$. For dilute vacancies, equilibrium with the source means zero free energy of formation at the actual concentration:
\begin{equation}
kT\ln\frac{C_v}{C_0}-(1-f)\Omega\sigma=0
\quad\Rightarrow\quad
C_v=C_0\,e^{(1-f)\Omega\sigma/kT},
\label{eq:eq}
\end{equation}
with $C_0$ the value at $\sigma=0$.

Q: Then the driving force for diffusion should contain $(1-f)\Omega$. Yet the usual atomic flux contains the full $\Omega$.

A: The concentration gradient supplies only part of the drive. A vacancy already in the crystal has contracted it by $f\Omega$ against the tension, which costs $f\Omega\sigma$. It therefore feels the force $-f\Omega\,\partial\sigma/\partial x$. When it hops forward, an atom hops backward against $F$, which adds a force $-F$ on the vacancy. With vacancy diffusivity $D_v$ and mobility $D_v/kT$,
\begin{equation}
J_v=-D_v\left[\frac{\partial C_v}{\partial x}
+\frac{C_v}{kT}\left(f\Omega\frac{\partial\sigma}{\partial x}+F\right)\right].
\label{eq:jv}
\end{equation}
Differentiating \eqref{eq:eq} gives $\partial C_v/\partial x=C_v(1-f)(\Omega/kT)\,\partial\sigma/\partial x$. The two stress terms add to $(1-f)+f=1$, so
\begin{equation}
J_v=-\frac{D_vC_v}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\end{equation}
Each vacancy hop carries one atom the other way, hence $J_a=-J_v$. With the vacancy fraction $X_v=\Omega C_v$ and $D_a=D_vX_v$,
\begin{equation}
J_a=\frac{D_a}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\label{eq:ja}
\end{equation}
Atoms drift with the wind and towards greater tension. The relaxation $f$ has dropped out of the driving force, though $D_a$ still depends on stress through $C_v$. This $D_a$ carries no correlation factor; for lattice diffusion by vacancies in an fcc metal the tracer diffusivity is about $0.78D_a$.

\section{Exchange and confinement}

Q: If an atom leaves and a vacancy takes its place, the lattice is still there. Where does a large stress come from?

A: From the next event, the absorption of that vacancy at a sink, which removes a lattice site. Let $C_L$ be the number of sites per unit reference volume and $g$ the rate at which sources create sites, each created with a vacancy. Then
\begin{equation}
\frac{\partial C_v}{\partial t}=-\frac{\partial J_v}{\partial x}+g,
\qquad
\frac{\partial C_L}{\partial t}=g .
\label{eq:balance}
\end{equation}
Absorption means $g<0$. The volume strain that the line would have if it were free is
\begin{equation}
\theta=\Omega\left(\delta C_L-f\,\delta C_v\right),
\label{eq:theta}
\end{equation}
because each site contributes $\Omega$ and each vacancy contracts the lattice by $f\Omega$.

Q: You now need a modulus connecting $\sigma$ to $\theta$. Why not the bulk modulus of the metal?

A: That would require perfectly rigid surroundings. Consider a circular line of radius $R$ and bulk modulus $K$ in a large matrix of shear modulus $\mu_m$. The matrix prevents axial strain. The radial displacement is $ar$ inside and $aR^2/r$ outside. Inside, the total volume strain is $2a$, of which $\theta$ is stress-free, so
\begin{equation}
\sigma=K(2a-\theta).
\end{equation}
Outside, the radial and hoop strains are $\mp aR^2/r^2$. Their sum vanishes, so the matrix bulk modulus plays no part, and the stresses are $\sigma_{rr}=-2\mu_m aR^2/r^2=-\sigma_{\phi\phi}$. They satisfy radial equilibrium, since
\begin{equation}
\frac{d\sigma_{rr}}{dr}+\frac{\sigma_{rr}-\sigma_{\phi\phi}}{r}
=\frac{4\mu_m aR^2}{r^3}-\frac{4\mu_m aR^2}{r^3}=0 .
\end{equation}
If the stress in the line is hydrostatic, continuity of radial stress at $R$ gives
\begin{equation}
K(2a-\theta)=-2\mu_m a
\quad\Rightarrow\quad
2a=\frac{K\theta}{K+\mu_m}.
\end{equation}
Inserting this in $\sigma=-2\mu_m a$,
\begin{equation}
\sigma=-B\theta,\qquad
B=\frac{K\mu_m}{K+\mu_m},\qquad
\frac1B=\frac1K+\frac1{\mu_m}.
\label{eq:B}
\end{equation}
Loss of sites, $\theta<0$, produces tension. A rigid matrix gives $B\to K$. A very soft one gives $B\to\mu_m$, and the line then changes its width with little stress.

Q: You slipped in a hydrostatic stress. Removing sites equally in all directions from a line held rigidly along its axis, but only elastically across it, would not give one.

A: Correct; it needs further exchange. An atom added at a boundary under normal stress $\sigma_{nn}$ has potential $-\Omega\sigma_{nn}$, apart from a constant. Unequal normal stresses therefore drive atoms between boundaries of different orientation, at constant total volume, until the stresses agree. The path is about a line width, much shorter than the line. This does require boundaries of suitable orientations.

Without that relaxation, the stress-free strain is $\theta/3$ in each direction. With line shear modulus $\mu$ and $\lambda=K-2\mu/3$, the radial stress is
\begin{align}
\sigma_{rr}&=\lambda(2a-\theta)+2\mu\left(a-\frac{\theta}{3}\right)
=2\left(K+\frac{\mu}{3}\right)a-K\theta .
\end{align}
Setting this equal to $-2\mu_m a$ gives $2a=K\theta/(K+\mu/3+\mu_m)$. The mean stress $K(2a-\theta)$ is then $-B_{\rm u}\theta$, with
\begin{equation}
B_{\rm u}=\frac{K(\mu/3+\mu_m)}{K+\mu/3+\mu_m}.
\end{equation}
This exceeds $B$, and the two agree when $\mu=0$, as they should.

\section{The stress equation}

Q: Combine them, then, without discarding the vacancies before we know they are negligible.

A: Differentiate $\sigma=-B\theta$ in time, using \eqref{eq:theta} and \eqref{eq:balance}:
\begin{align}
-\frac1{B\Omega}\frac{\partial\sigma}{\partial t}
&=g-f\frac{\partial C_v}{\partial t}\nonumber\\
&=\frac{\partial C_v}{\partial t}+\frac{\partial J_v}{\partial x}
-f\frac{\partial C_v}{\partial t}
=(1-f)\frac{\partial C_v}{\partial t}-\frac{\partial J_a}{\partial x}.
\end{align}
Local equilibrium gives $\partial C_v/\partial t=C_v(1-f)(\Omega/kT)\,\partial\sigma/\partial t$. Collect the time derivatives and multiply by $B\Omega$:
\begin{equation}
(1+\eta)\frac{\partial\sigma}{\partial t}
=B\Omega\frac{\partial J_a}{\partial x},
\qquad
\eta=(1-f)^2\frac{B\Omega X_v}{kT}.
\end{equation}
With the flux \eqref{eq:ja},
\begin{equation}
(1+\eta)\frac{\partial\sigma}{\partial t}
=\frac{\partial}{\partial x}\left[
\frac{D_aB\Omega}{kT}
\left(\frac{\partial\sigma}{\partial x}+\frac{Ze\rho j}{\Omega}\right)\right].
\label{eq:full}
\end{equation}
For $\eta\ll1$ this is Korhonen's equation,
\begin{equation}
\frac{\partial\sigma}{\partial t}
=\frac{\partial}{\partial x}\left[\kappa
\left(\frac{\partial\sigma}{\partial x}+G\right)\right],
\qquad
\kappa=\frac{D_aB\Omega}{kT},\quad G=\frac{Ze\rho j}{\Omega}.
\label{eq:korhonen}
\end{equation}
An outflow of atoms that grows along $x$ depletes the material and raises the tension. The quantity $\eta$ compares the material stored as a changed vacancy population with that stored as elastic strain.

Q: That rests on instantaneous exchange. How fast is fast enough?

A: Let the sources act at a finite rate, $g=-(C_v-C_{\rm eq})/\tau$, with $C_{\rm eq}$ from \eqref{eq:eq}. Take a small disturbance about a stress-free line without current, $F=0$. Let its wavenumber be $k$ (in the product $kT$, $k$ remains the Boltzmann constant), and write $c=\delta C_v/C_0$, $s=\Omega\sigma/kT$, $\hat g=g/C_0$. With negligible vacancy storage, vacancy supply balances transport:
\begin{equation}
\hat g=D_vk^2(c+fs),\qquad c=(1-f)s-\tau\hat g .
\end{equation}
Substituting the second relation into the first,
\begin{equation}
\hat g=D_vk^2(s-\tau\hat g)
\quad\Rightarrow\quad
\hat g=\frac{D_vk^2s}{1+k^2\ell^2},\qquad \ell^2=D_v\tau .
\end{equation}
Since $\partial\sigma/\partial t=-B\Omega C_0\hat g$ and $\Omega C_0D_v=D_a$,
\begin{equation}
\frac{\partial\sigma}{\partial t}
=-\frac{\kappa k^2}{1+k^2\ell^2}\,\sigma .
\label{eq:ell}
\end{equation}
The length $\ell$ is the distance a vacancy diffuses before it meets a source. Korhonen's equation needs $k\ell\ll1$. At shorter wavelengths the rate saturates at $\kappa/\ell^2$, because absorption has become the bottleneck.

Q: Those are linear modes. Does the single equation survive when $D_a$ follows the stress?

A: I compared \eqref{eq:full} with direct integration of the vacancy and site balances. The case had $B\Omega/kT=50$, $f=0.3$, $FL/kT=1.4$, $\ell^2=10^{-5}L^2$ and a deliberately large zero-stress vacancy fraction, $5\times10^{-3}$. At time $0.1L^2/\kappa$, with $\kappa$ taken at zero stress, the largest stress difference was $2.2\times10^{-5}kT/\Omega$ on a mesh of 60 cells; the mesh-converged value is $2.4\times10^{-5}kT/\Omega$. Dropping $\eta$ raised it to $0.028\,kT/\Omega$, so the comparison does detect vacancy storage.

\section{A line with blocked ends}

Q: What does the equation predict for a line whose ends pass no atoms?

A: There $J_a=0$, hence $\partial\sigma/\partial x=-G$ at $x=0$ and $x=L$. Let $\sigma$ now denote the rise above a uniform initial stress, which drops out of \eqref{eq:korhonen} when $\kappa$ is constant. Integrating the equation along the line shows that $\int_0^L\sigma\,dx$ stays zero. The steady state with slope $-G$ and zero mean is
\begin{equation}
\sigma_\infty=GL\left(\frac12-\frac xL\right).
\end{equation}
The difference $\sigma-\sigma_\infty$ has zero slope at both ends, so it is a sum of $\cos(n\pi x/L)$, each decaying at rate $\kappa n^2\pi^2/L^2$. The cosine coefficients of $\sigma_\infty/GL$ follow by parts, with $\xi=x/L$:
\begin{equation}
2\int_0^1\left(\tfrac12-\xi\right)\cos n\pi\xi\,d\xi
=\frac{2}{n\pi}\int_0^1\sin n\pi\xi\,d\xi
=\frac{2(1-\cos n\pi)}{n^2\pi^2}.
\end{equation}
This is $4/n^2\pi^2$ for odd $n$ and zero for even $n>0$. Since $\sigma=0$ initially,
\begin{equation}
\sigma=GL\left[\frac12-\frac xL
-\sum_{n\,\rm odd}\frac{4}{n^2\pi^2}
\cos\frac{n\pi x}{L}\,e^{-n^2\pi^2\kappa t/L^2}\right].
\label{eq:series}
\end{equation}
The cathode, $x=0$, goes into tension and the anode into compression.

Q: The early behaviour is hidden in that sum.

A: Early on, the far end does not matter. The slope $w=\partial\sigma/\partial x$ itself obeys the diffusion equation, with $w=-G$ at $x=0$ and $w=0$ far away and initially. Thus $w=-G\,{\rm erfc}(x/2\sqrt{\kappa t})$, and
\begin{equation}
\sigma(0,t)=-\int_0^\infty w\,dx
=2G\sqrt{\kappa t}\int_0^\infty{\rm erfc}(y)\,dy
=2G\sqrt{\frac{\kappa t}{\pi}} .
\label{eq:early}
\end{equation}
This law also has a lower limit, $\kappa t\gg\ell^2$; for $\kappa t\ll\ell^2$ absorption is the bottleneck and the cathode stress grows linearly, as $\kappa Gt/\ell$. At late times the cathode rise approaches $GL/2$. If a void needs a rise $\Delta\sigma_c$, the model reaches it in finite time only when $GL/2>\Delta\sigma_c$, or
\begin{equation}
jL>(jL)_c=\frac{2\Omega\,\Delta\sigma_c}{Ze\rho}.
\end{equation}

\section{Numbers for an aluminium line}

Q: Give me a case in which the approximations could hurt.

A: Take a narrow passivated aluminium line in silica, in an accelerated test at 500 K and $1\ \mathrm{MA/cm^2}$. The inputs are rough typical values: $K=75$ GPa, $\mu_m=30$ GPa, $\Omega=0.0166\ \mathrm{nm^3}$, $Z=4$, $\rho=5\ \mu\Omega\,$cm, $D_a=10^{-12}\ \mathrm{cm^2/s}$ and $L=30\ \mu$m. Then
\begin{equation}
B=\frac{75\times30}{105}=21.4\ \mathrm{GPa},\qquad
\frac{B\Omega}{kT}=51.5 ,
\end{equation}
so $\kappa=5.15\times10^{-11}\ \mathrm{cm^2/s}$. Stress crosses a given length in some fifty times less time than $D_a$ alone suggests (about seven times farther in a given time), because a small transfer of atoms makes a large stress. The wind force is 20 eV/cm and $G=19.3\ \mathrm{MPa}/\mu$m.

Q: Such a line is already under tension from cooling.

A: Yes, and that matters. For an expansion mismatch of $20\times10^{-6}$/K and 150 K of cooling from the stress-free state, the line would shrink by a volume strain $3\times20\times10^{-6}\times150=0.009$ relative to the matrix. The initial tension is $0.009B=193$ MPa. (The mismatch is a round figure, on the low side for aluminium against silica at these temperatures. A value of $24\times10^{-6}$/K would give 231 MPa and shorten the time found below from 5.1 h to 3.3 h.) With an assumed void threshold of 400 MPa, the current must add 207 MPa. The available rise is $GL/2=290$ MPa, so the threshold is reached. The early law \eqref{eq:early} gives
\begin{equation}
t=\frac{\pi}{4\kappa}\left(\frac{\Delta\sigma_c}{G}\right)^2=4.9\ \mathrm h,
\end{equation}
and the series \eqref{eq:series} gives 5.1 h (about $1.9\times10^4$ s). The early law is about 5\% short of the series because it omits the compression spreading from the anode. The local site loss at the cathode is 0.97\%, consistent with small strain.

Q: But $\Omega\Delta\sigma_c/kT$ is not small.

A: It is 0.50, so $D_a$ at the cathode rises by a factor $e^{0.7\times0.50}\approx1.4$ for $f=0.3$, if $D_v$ itself does not depend on stress. Solving with this dependence, and with $D_a$ fixed at its input value in the initial state, shortens the time by only 4.8\%. Conservation explains why the effect is limited. While the disturbance is far from the other end, integrating \eqref{eq:korhonen} from the blocked cathode to the undisturbed metal gives
\begin{equation}
\frac{d}{dt}\int\sigma\,dx=\kappa_0G ,
\end{equation}
where $\kappa_0$ belongs to the undisturbed metal. Faster diffusion near the cathode reshapes the stress profile but does not change its total. Nor can the stress fall more steeply than $G$: the atomic flux starts forward everywhere, obeys an equation of diffusion type and is zero at the blocked end, so it never reverses. A cathode rise $\Delta\sigma_c$ therefore needs a total of at least $\Delta\sigma_c^2/2G$, the area of a triangle, which gives $t\ge\Delta\sigma_c^2/(2\kappa_0G^2)$. This is $2/\pi$ of the early-law time, so faster diffusion near the cathode can shorten that time by at most 36\%. The steady state is also unchanged: zero flux demands slope $-G$ whatever the positive value of $D_a$, and for $\eta\ll1$ conservation of $\int\sigma\,dx$ fixes the level.

Q: And the other omissions?

A: For $X_v=10^{-6}$, $\eta=2.5\times10^{-5}$, which is negligible. A vacancy path $\ell=1\ \mu$m, used in the decay rates \eqref{eq:ell}, lengthens the time by 1.1\%; this estimate leaves out the action of the wind on the changed vacancy concentration. The same path sets $\ell^2/\kappa\approx200$ s, below which the early law fails: at 10 s the cathode rise is 1.0 MPa rather than 4.9 MPa. Joule heating, estimated for a line $0.5\ \mu$m high with heat flowing straight down through $1\ \mu$m of oxide of conductivity 1.4 W/(m K), is 1.8 K; with an activation energy of 0.6 eV it raises $D_a$ by 5\%. It also relaxes the thermal tension by about 2.3 MPa, so the time shortens by only 2 to 3\% rather than 4.5\%.

Incomplete relaxation between boundary orientations is more serious. For $\mu=25$ GPa the unrelaxed modulus is 25.4 GPa. The initial mean tension becomes $0.009B_{\rm u}\approx228$ MPa and the required rise falls to about 172 MPa. With the threshold still applied to the mean stress, \eqref{eq:early} changes the time by a factor $(172/207)^2(21.4/25.4)\approx0.58$. This isotropic case is not a bound. In a narrow line whose boundaries all lie across it (a bamboo structure), the stress-free strain $\theta$ is purely axial and $\sigma_{zz}$ drives the flux. Then $\lambda(2a-\theta)+2\mu a=-2\mu_m a$ gives $2a=\lambda\theta/(\lambda+\mu+\mu_m)$, and $\sigma_{zz}=\lambda(2a-\theta)-2\mu\theta=-\left[\lambda+2\mu-\lambda^2/(\lambda+\mu+\mu_m)\right]\theta$. The bracket is 78 GPa here, 3.7 times $B$. Both unrelaxed estimates are purely elastic. In the isotropic case the cooling leaves $\sigma_{zz}-\sigma_{rr}=-2\mu a\approx149$ MPa, and in the bamboo case this difference is about 80\% of the added $\sigma_{zz}$. If the metal yields under such stresses, these moduli no longer apply. Deposited films often have columnar grains, with no boundaries parallel to the film plane. Exchange then equalizes only the stresses along and across the line. For the circular section the modulus for that stress is about 28 GPa, the out-of-plane stress changes half as much, and the initial boundary stress is 208 MPa. The time becomes about 3.3 h if the threshold applies to the boundary stress and 6.2 h if it applies to the mean stress.

Q: How close is this to a real interconnect, and may I use $(jL)_c$ as a design limit?

A: The current density, temperature and stresses are of the size met in accelerated tests of aluminium lines, and $(jL)_c\approx2100$ A/cm is of a typical order for them. The example has $jL=3000$ A/cm. Real lines are rectangular, often have liners, and have grain structures that make $D_a$ vary along the length. The value $B=21.4$ GPa belongs to a circle in an unbounded matrix. For a hydrostatic line $1\ \mu$m wide and $0.5\ \mu$m high in the same matrix, $B$ is about 14.6 GPa for a matrix bulk modulus of 37 GPa, and about 15.9 GPa if that modulus is tripled. For a circle of radius $0.4\ \mu$m in a shell $1\ \mu$m thick, it lies between about 19 GPa (free outer surface) and 25 GPa (clamped). With $B=15$ GPa the initial tension is 135 MPa, the needed rise 265 MPa, and the series gives about 16 h instead of 5.1 h; with 14.6 GPa it gives about 17 h. For a uniform change the time scales as $1/D_a$, so a tenfold error in $D_a$ is a tenfold error in time. The threshold is also sensitive: raising it from 400 to 440 MPa raises the needed rise to 247 MPa and the time from 5.1 h to 8.4 h, about 63\%, by the series \eqref{eq:series}. The early law gives only 42\%, because it fails as the rise approaches $GL/2$. The product $(jL)_c$ does not contain $D_a$, but as a design limit it presumes blocked ends, a uniform cross-section and modulus $B$, the stated initial tension, a known threshold and no existing void. If $B$ varies along the line, $\int\sigma/B\,dx$ is conserved instead of $\int\sigma\,dx$; with 78 GPa in the cathode half, 21.4 GPa in the anode half and a uniform initial stress, the final cathode rise is $0.64\,GL$, and the critical product for a given rise is 22\% lower. Cooling need not leave a uniform stress: with the elastic values $\sigma_{zz}=328$ MPa in the bamboo half and 193 MPa in the other, the cathode ends at 594 MPa, only $0.46\,GL$ above its own starting value. Once a void opens, its free surface replaces the blocked-end condition, and the growth of the void is a different problem. The inputs and the main values of the example are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Inputs (rough, aluminium line in silica)
temperature: 500 K
line bulk modulus K: 75 GPa
line shear modulus: 25 GPa
matrix shear modulus: 30 GPa
atomic volume: 0.0166 nm^3
effective charge magnitude Z: 4
resistivity: 5 uOhm cm
current density: 1 MA/cm^2
atomic diffusivity D_a: 1e-12 cm^2/s
line length: 30 um
expansion mismatch: 20 1e-6/K
cooling from stress-free state: 150 K
void threshold stress: 400 MPa
vacancy relaxation f: 0.3
vacancy fraction: 1e-06
vacancy free path to source: 1 um
line radius: 0.4 um
line height for heating: 0.5 um
oxide thickness: 1 um
oxide thermal conductivity: 1.4 W/(m K)
activation energy of D_a: 0.6 eV
Results
confined modulus B: 21.43 GPa
B Omega/kT: 51.53
stress diffusivity kappa: 5.153e-11 cm^2/s
wind force per atom: 20 eV/cm
blocked-end stress gradient G: 19.3 MPa/um
initial thermal stress: 192.9 MPa
needed stress rise: 207.1 MPa
final stress rise G L/2: 289.5 MPa
final total cathode stress: 482.4 MPa
anode stress at threshold time: -14.29 MPa
site loss at cathode for the rise: 0.9667 %
time scale L^2/kappa: 48.52 h
time to threshold, series: 5.145 h
time to threshold, early law: 4.875 h
threshold product jL: 2146 A/cm
example product jL: 3000 A/cm
Neglected effects and checks
Omega*rise/kT: 0.4981
time with stress-dependent D_a: 4.898 h
change of time from that: -4.797 %
vacancy storage eta: 2.525e-05
change of time, finite source path: 1.099 %
Joule heating, no lateral spreading: 1.786 K
gain of D_a from heating: 5.081 %
B without deviatoric relaxation: 25.37 GPa
nonlocal elasticity, order of size: 0.5567 %
two-field test, max scaled stress error: 2.176e-05
same with vacancy storage dropped: 0.02763
\end{verbatim}
